**Plücker relation for two electrons in four spin orbitals**

A nonzero vector $\sum_{i<j}c_{ij}a_i^\dagger a_j^\dagger|0\rangle$ is a single determinant exactly when $P=c_{12}c_{34}-c_{13}c_{24}+c_{14}c_{23}$ vanishes. Here $a_i^\dagger$ creates an electron in spin orbital $i$, and $W=(1+\sqrt{1-4|P|^2})/2$ is the largest weight of any determinant in the normalized state. The program builds states from explicit Fock-space matrices and asserts, on random complex vectors, that determinants give $P=0$, that vectors with $P=0$ factorize, and that the Thouless exponential reproduces them. It also asserts the change of $P$ under orbital rotations, and it compares $W$ with a numerical search over determinants and with the natural occupations. For H$_2$ in the STO-3G basis it compares the formulas for $P$ and for the lowest determinant energy with diagonalization and free minimization. The output shows $|P|$ rising from 0.112 at 0.74 angstrom to 0.453 at 2.00 angstrom. The energy cost of requiring a single determinant is 0.559 eV at the first separation and 0.311 eV at the second; separations in between were not computed.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Program and output

```python
"""
Result under test: a nonzero two-electron vector in four spin orbitals,
    Psi = sum_{i<j} c_ij a_i^+ a_j^+ |vacuum>,
is a single determinant exactly when
    P = c12 c34 - c13 c24 + c14 c23 = 0.
For normalized Psi the largest weight of any determinant in Psi is
    W = (1 + sqrt(1 - 4 |P|^2)) / 2.
Coefficient vectors are ordered 12, 13, 14, 23, 24, 34.
Example: H2, STO-3G, full CI; spin orbitals g-alpha, g-beta, u-alpha, u-beta.
K is the exchange integral (gu|gu); energies include nuclear repulsion.
States are built from explicit creation matrices on the 16-dimensional
Fock space, so signs come from anticommutation and not from the formulas.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import minimize
from pyscf import gto, fci

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom
rng = np.random.default_rng(7)
PAIRS = [(0, 1), (0, 2), (0, 3), (1, 2), (1, 3), (2, 3)]


def creation_matrix(index):
    raising = np.array([[0.0, 0.0], [1.0, 0.0]])
    result = np.eye(1)
    for site in range(4):
        if site < index:
            factor = np.diag([1.0, -1.0])
        elif site == index:
            factor = raising
        else:
            factor = np.eye(2)
        result = np.kron(result, factor)
    return result


create = [creation_matrix(i) for i in range(4)]
vacuum = np.eye(16)[0]
pair_kets = np.array([create[i] @ create[j] @ vacuum for i, j in PAIRS]).T
pair_map = np.array([[pair_kets.T @ create[i] @ create[j] @ vacuum
                      for j in range(4)] for i in range(4)])
pair_map = pair_map.transpose(2, 0, 1).copy()


def determinant(u, v):
    """Coefficients of a^+(u) a^+(v) |vacuum>."""
    return (pair_map @ v) @ u


def plucker(c):
    return c[0] * c[5] - c[1] * c[4] + c[2] * c[3]


def random_complex(size):
    return rng.normal(size=size) + 1j * rng.normal(size=size)


def factorize(c):
    """Candidate orbitals read from the largest coefficient's row and column."""
    matrix = np.zeros((4, 4), dtype=complex)
    for value, (i, j) in zip(c, PAIRS):
        matrix[i, j], matrix[j, i] = value, -value
    p, q = PAIRS[int(np.argmax(np.abs(c)))]
    return matrix[:, q] / matrix[p, q], matrix[p, :], matrix[p, q]


def coefficients_in(unitary, c):
    """Project on determinants of new orbitals; old_i = sum_p U_pi new_p."""
    new = unitary.conj()
    return np.array([np.vdot(determinant(new[p], new[q]), c)
                     for p, q in PAIRS])


def lowest_over_determinants(matrix, starts=10):
    """Free minimization of the expectation value over complex orbitals."""
    def quotient(x):
        r = x.reshape(4, 4)
        d = determinant(r[0] + 1j * r[1], r[2] + 1j * r[3])
        return np.vdot(d, matrix @ d).real / np.vdot(d, d).real
    return min(minimize(quotient, rng.normal(size=16), method="BFGS").fun
               for _ in range(starts))


def occupations(c):
    psi = pair_kets @ c
    density = np.array([[np.vdot(create[j].T @ psi, create[i].T @ psi)
                         for j in range(4)] for i in range(4)])
    return np.linalg.eigvalsh(density)


def largest_weight(c):
    return (1 + np.sqrt(max(0.0, 1 - 4 * abs(plucker(c)) ** 2))) / 2


def show(values):
    return " ".join(f"{round(float(np.real(x)), 4) + 0.0:.4f}" for x in values)


# Determinants of random orbitals satisfy the relation.
for _ in range(20):
    assert abs(plucker(determinant(random_complex(4), random_complex(4)))) < 1e-11

# Vectors obeying the relation factorize, also when c12 vanishes.
for _ in range(20):
    c = random_complex(6)
    c[5] = (c[1] * c[4] - c[2] * c[3]) / c[0]
    u, v, pivot = factorize(c)
    assert np.allclose(determinant(u, v), c, atol=1e-9, rtol=1e-9)
    excitation = (-c[3] / c[0] * create[2] @ create[0].T
                  - c[4] / c[0] * create[3] @ create[0].T
                  + c[1] / c[0] * create[2] @ create[1].T
                  + c[2] / c[0] * create[3] @ create[1].T)
    rotated = c[0] * (expm(excitation) @ pair_kets[:, 0])
    assert np.allclose(rotated, pair_kets @ c, atol=1e-8, rtol=1e-8)
    c = random_complex(6)
    c[0] = 0
    c[4] = c[2] * c[3] / c[1]
    u, v, pivot = factorize(c)
    assert np.allclose(determinant(u, v), c, atol=1e-9, rtol=1e-9)

# General vectors: squared pair operator, size of the miss, change of basis.
for _ in range(20):
    c = random_complex(6)
    pair_operator = sum(x * create[i] @ create[j]
                        for x, (i, j) in zip(c, PAIRS))
    full = create[0] @ create[1] @ create[2] @ create[3]
    assert np.allclose(pair_operator @ pair_operator, 2 * plucker(c) * full)
    u, v, pivot = factorize(c)
    miss = np.linalg.norm(c - determinant(u, v))
    assert abs(miss - abs(plucker(c) / pivot)) < 1e-10
    unitary = np.linalg.qr(random_complex((4, 4)))[0]
    transformed = plucker(coefficients_in(unitary, c))
    assert abs(transformed - np.linalg.det(unitary) * plucker(c)) < 1e-10

# Largest determinant weight and natural occupations of random vectors.
for _ in range(4):
    c = random_complex(6)
    c /= np.linalg.norm(c)
    weight = largest_weight(c)
    searched = -lowest_over_determinants(-np.outer(c, c.conj()))
    assert abs(searched - weight) < 1e-6  # finite-difference gradients
    assert np.allclose(occupations(c), [1 - weight] * 2 + [weight] * 2,
                       atol=1e-10)
print(f"random vector: |P| = {abs(plucker(c)):.6f}")
print(f"random vector: W from search = {searched:.6f}")
print(f"random vector: W from formula = {weight:.6f}")


def hydrogen(distance):
    """CI matrix (hartree) in the six determinants, K, and a check energy."""
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance / BOHR)]],
                basis="sto-3g", unit="Bohr", verbose=0)
    s = mol.intor("int1e_ovlp")[0, 1]
    orbitals = np.array([[1, 1], [1, -1]]) / np.sqrt([2 * (1 + s), 2 * (1 - s)])
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    h = orbitals.T @ core @ orbitals
    g = np.einsum("abcd,ap,bq,cr,ds->pqrs", mol.intor("int2e"),
                  orbitals, orbitals, orbitals, orbitals)
    operator = mol.energy_nuc() * np.eye(16)
    for p in range(2):
        for q in range(2):
            for a in range(2):
                operator += h[p, q] * create[2*p+a] @ create[2*q+a].T
                for b in range(2):
                    for r in range(2):
                        for t in range(2):
                            operator += (0.5 * g[p, q, r, t]
                                         * create[2*p+a] @ create[2*r+b]
                                         @ create[2*t+b].T @ create[2*q+a].T)
    check = fci.direct_spin1.kernel(h, g, 2, (1, 1))[0] + mol.energy_nuc()
    return pair_kets.T @ operator @ pair_kets, g[0, 1, 0, 1], check


left_right = np.kron(np.array([[1, 1], [1, -1]]) / np.sqrt(2), np.eye(2))
spin_lowering = sum(create[2*p+1] @ create[2*p].T for p in range(2))
triplet_one = np.eye(6)[1]
triplet_zero = pair_kets.T @ spin_lowering @ pair_kets @ triplet_one
triplet_zero /= np.linalg.norm(triplet_zero)
singlet_open = np.array([0, 0, 1, -1, 0, 0]) / np.sqrt(2)
closed = np.eye(6)[0]
assert abs(plucker(triplet_one)) < 1e-12
assert abs(abs(plucker(triplet_zero)) - 0.5) < 1e-12
print(f"triplet M=1: P = {plucker(triplet_one):.4f}")
print(f"triplet M=0: P = {plucker(triplet_zero):.4f}")
print("coefficient order: 12 13 14 23 24 34")

for distance in (0.74, 2.00):
    H, K, check = hydrogen(distance)
    e_gg, e_uu, e_t = H[0, 0], H[5, 5], H[1, 1]
    energies, vectors = np.linalg.eigh(H)
    ground = vectors[:, 0] * np.sign(vectors[0, 0])
    assert abs(energies[0] - check) < 1e-8
    assert np.max(np.abs(ground[1:5])) < 1e-8
    assert K > 0 and abs(H[0, 5] - K) < 1e-10

    # Both triplet components are eigenvectors with one common energy.
    for state in (triplet_one, triplet_zero):
        assert np.allclose(H @ state, e_t * state, atol=1e-10)
    assert np.allclose(H @ singlet_open, (e_t + 2 * K) * singlet_open,
                       atol=1e-10)

    # The g^2 determinant is the lowest one with a doubly filled real orbital.
    for angle in np.linspace(0, np.pi, 181):
        co, si = np.cos(angle), np.sin(angle)
        d = determinant(np.array([co, 0, si, 0]), np.array([0, co, 0, si]))
        assert d @ H @ d > e_gg - 1e-10

    half_gap = (e_uu - e_gg) / 2
    P = plucker(ground)
    assert abs(P + K / (2 * np.hypot(half_gap, K))) < 1e-9
    weight = largest_weight(ground)
    searched = -lowest_over_determinants(-np.outer(ground, ground))
    assert abs(searched - weight) < 1e-6
    assert abs(weight - ground[0] ** 2) < 1e-9

    # Lowest energy that any determinant can reach.
    x = max(0.0, (e_gg - e_t + K) / (e_gg + e_uu - 2 * e_t + 2 * K))
    best = determinant(np.array([np.sqrt(1 - x), 0, np.sqrt(x), 0]),
                       np.array([0, np.sqrt(1 - x), 0, -np.sqrt(x)]))
    e_best = (1-x)**2 * e_gg + x**2 * e_uu + 2*x*(1-x) * (e_t - K)
    assert abs(best @ H @ best - e_best) < 1e-10
    assert abs(lowest_over_determinants(H, starts=16) - e_best) < 1e-6
    assert e_best < e_t
    triplet_weight = (triplet_zero @ best) ** 2
    assert abs(triplet_weight - 2 * x * (1 - x)) < 1e-10

    closed_lr = coefficients_in(left_right, closed)
    ground_lr = coefficients_in(left_right, ground)
    assert abs(plucker(closed_lr)) < 1e-12
    assert np.count_nonzero(np.abs(closed_lr) > 1e-8) == 4
    assert abs(plucker(ground_lr) - P) < 1e-10

    cost = e_best - energies[0]
    print(f"H2 separation = {distance:.2f} angstrom")
    print(f"  E_gg (restricted HF) = {e_gg * EV:.4f} eV")
    print(f"  E_uu = {e_uu * EV:.4f} eV")
    print(f"  K = {K * EV:.4f} eV")
    print(f"  Delta = (E_uu - E_gg)/2 = {half_gap * EV:.4f} eV")
    print(f"  E_T (triplet) = {e_t * EV:.4f} eV")
    print(f"  full CI energy = {energies[0] * EV:.4f} eV")
    print(f"  E_gg - full CI = {(e_gg - energies[0]) * EV:.4f} eV")
    print(f"  ground state c12 = {ground[0]:.6f}")
    print(f"  ground state c34 = {ground[5]:.6f}")
    print(f"  ground state P = {P:.6f}")
    print(f"  largest determinant weight W = {weight:.6f}")
    print(f"  small natural occupation 1-W = {1 - weight:.6f}")
    print(f"  x of lowest-energy determinant = {x:.6f}")
    print(f"  its triplet weight = {triplet_weight:.6f}")
    print(f"  its energy = {e_best * EV:.4f} eV")
    print(f"  cost of P=0 = {cost * EV:.4f} eV = {cost:.6f} hartree")
    print(f"  its weight in ground state = {(best @ ground) ** 2:.6f}")
    print(f"  its coefficients: {show(best)}")
    print(f"  g^2 in left-right orbitals: {show(closed_lr)}")
    print(f"  ground in left-right orbitals: {show(ground_lr)}")

print("done: every assertion held")
```

Output:

```
random vector: |P| = 0.381923
random vector: W from search = 0.822699
random vector: W from formula = 0.822699
triplet M=1: P = 0.0000
triplet M=0: P = 0.5000
coefficient order: 12 13 14 23 24 34
H2 separation = 0.74 angstrom
  E_gg (restricted HF) = -30.3886 eV
  E_uu = 12.5885 eV
  K = 4.9310 eV
  Delta = (E_uu - E_gg)/2 = 21.4885 eV
  E_T (triplet) = -14.4431 eV
  full CI energy = -30.9471 eV
  E_gg - full CI = 0.5585 eV
  ground state c12 = 0.993647
  ground state c34 = -0.112544
  ground state P = -0.111829
  largest determinant weight W = 0.987334
  small natural occupation 1-W = 0.012666
  x of lowest-energy determinant = 0.000000
  its triplet weight = 0.000000
  its energy = -30.3886 eV
  cost of P=0 = 0.5585 eV = 0.020525 hartree
  its weight in ground state = 0.987334
  its coefficients: 1.0000 0.0000 0.0000 0.0000 0.0000 0.0000
  g^2 in left-right orbitals: 0.5000 0.0000 0.5000 -0.5000 0.0000 0.5000
  ground in left-right orbitals: 0.4406 0.0000 0.5531 -0.5531 0.0000 0.4406
H2 separation = 2.00 angstrom
  E_gg (restricted HF) = -21.3281 eV
  E_uu = -14.7290 eV
  K = 7.0515 eV
  Delta = (E_uu - E_gg)/2 = 3.2995 eV
  E_T (triplet) = -25.1579 eV
  full CI energy = -25.8138 eV
  E_gg - full CI = 4.4858 eV
  ground state c12 = 0.843747
  ground state c34 = -0.536741
  ground state P = -0.452874
  largest determinant weight W = 0.711909
  small natural occupation 1-W = 0.288091
  x of lowest-energy determinant = 0.383663
  its triplet weight = 0.472931
  its energy = -25.5029 eV
  cost of P=0 = 0.3110 eV = 0.011428 hartree
  its weight in ground state = 0.527018
  its coefficients: 0.6163 0.0000 -0.4863 -0.4863 0.0000 -0.3837
  g^2 in left-right orbitals: 0.5000 0.0000 0.5000 -0.5000 0.0000 0.5000
  ground in left-right orbitals: 0.1535 0.0000 0.6902 -0.6902 0.0000 0.1535
done: every assertion held
```
